# Trace-resetting quartic purification of the density matrix, with water as example, part 1

(Sections cited here and not found follow in the second part.)

Take the converged restricted Hartree–Fock matrix of water in the 6-31G basis (bond length 0.96 Å, angle 104.5°, twofold axis along \(z\), molecule in the \(xz\) plane), with \(M=13\) orbitals of which \(N=5\) are occupied, and build the density matrix from it by repeated matrix multiplication. At one point of the iteration described below the trial matrix has trace 6.667766, and one step later it has trace 5.0000000000. McWeeny's purification step, applied to the same matrix at the same cost of two multiplications, leaves the trace at 6.511455, and McWeeny's iteration run from the start ends on a projector of trace 1. Both steps are polynomials in the trial matrix. What lets one of them jump to the right number of orbitals, and why does the scheme hold it back during the first two steps?

## The task as a map of eigenvalues

Let \(H\) be a real symmetric \(M\times M\) one-particle Hamiltonian in an orthonormal basis, in hartree, with levels \(e_1\le\dots\le e_M\) and orthonormal eigenvectors \(c_i\). The factor 2 for spin is left out, \(1\le N<M\), and a gap is assumed: \(e_N<e_{N+1}\). The target is the projector \(P=\sum_{i\le N}c_ic_i^T\), to be found without the \(c_i\), using only products, sums and traces, which stay cheap when the matrices are sparse.

The iteration starts from
\[ X_0=\frac{e_{\max}I-H}{e_{\max}-e_{\min}}, \]
where \(e_{\min}\) and \(e_{\max}\) bound the spectrum. Gershgorin's theorem supplies them: if \(Hc=ec\) and \(c_i\) here denotes the largest component in magnitude, then \((e-H_{ii})c_i=\sum_{j\ne i}H_{ij}c_j\) gives \(|e-H_{ii}|\le\sum_{j\neq i}|H_{ij}|\), so the smallest and largest values of \(H_{ii}\mp\sum_{j\ne i}|H_{ij}|\) will do. \(X_0\) has the eigenvectors of \(H\), and its eigenvalues \(x_i=(e_{\max}-e_i)/(e_{\max}-e_{\min})\) lie in \([0,1]\) in reversed order, the lowest level having the largest \(x\). Since \(X^kc_i=x_i^kc_i\), a polynomial \(p(X)\) keeps the eigenvectors and sends \(x_i\) to \(p(x_i)\). The design problem is scalar: drive the \(N\) largest \(x_i\) to 1 and the rest to 0.

For water, with the Fock matrix in the Löwdin basis, the bounds are \(-24.67707\) and \(4.83626\) Ha, a width of \(29.51333\) Ha. Unlike the levels, these bounds depend on how the molecule is oriented relative to the \(p\) functions: in three random orientations both moved outward by about 0.02 Ha and the trace 6.667766 became 6.68 to 6.69, with the same number of fallbacks and steps. The oxygen core level at \(-20.56095\) Ha maps to \(25.39721/29.51333=0.86053\), the HOMO at \(-0.50124\) Ha to \(5.33750/29.51333=0.18085\), and the LUMO at \(0.20313\) Ha to \(4.63313/29.51333=0.15698\). The dividing line has to be drawn between 0.157 and 0.181. The levels are those of the 6-31G basis and are not converged: in cc-pVTZ the core, HOMO and LUMO lie at \(-20.555\), \(-0.504\) and \(0.142\) Ha, and in aug-cc-pVDZ the LUMO drops to \(0.035\) Ha.

## The naive scheme draws the line at one half

A map that is to converge on eigenvalues 0 and 1 must hold them fixed, \(p(0)=0\) and \(p(1)=1\). If also \(p'(0)=p'(1)=0\), Taylor expansion shows that a small distance from either end is squared, up to a constant factor, at each step. These four conditions fix the four coefficients of a cubic, McWeeny's \(m(x)=3x^2-2x^3\). It is increasing on \([0,1]\), since \(m'=6x(1-x)\), and
\[ m(x)-x=x(1-x)(2x-1), \]
as one confirms by expanding \((x-x^2)(2x-1)=3x^2-2x^3-x\). An eigenvalue below \(1/2\) therefore falls at each step, stays non-negative, and can only settle at the fixed point 0; one above \(1/2\) rises to 1. The number \(N\) enters nowhere. In energy the line \(x=1/2\) is the midpoint of the bounds, \((4.83626-24.67707)/2=-9.92\) Ha for water. The final trace of 1 says that a single level lies below it, and that is the core. One could shift \(X_0\) so that the gap straddles \(1/2\), but that needs the chemical potential, which is not known beforehand. What is known is \(N\), and one way to use it is to give the polynomial a free parameter.

## One more degree gives one parameter

Let \(p=a_0+a_1x+a_2x^2+a_3x^3+a_4x^4\). The conditions at 0 give \(a_0=a_1=0\), and those at 1 give
\[ a_2+a_3+a_4=1,\qquad 2a_2+3a_3+4a_4=0 . \]
Call \(a_2=\gamma\), so that \(a_3+a_4=1-\gamma\) and \(3a_3+4a_4=-2\gamma\). Subtracting three times the first from the second gives \(a_4=-2\gamma-3+3\gamma=\gamma-3\), and then \(a_3=1-\gamma-(\gamma-3)=4-2\gamma\). Collecting the terms with and without \(\gamma\),
\[ p_\gamma=\gamma x^2+(4-2\gamma)x^3+(\gamma-3)x^4=(4x^3-3x^4)+\gamma(x^2-2x^3+x^4), \]
\[ p_\gamma=F+\gamma G,\qquad F=x^2(4x-3x^2),\qquad G=x^2(1-x)^2 . \]
Every polynomial of degree at most four that meets the four conditions is of this form. At \(\gamma=3\) the quartic term vanishes, \(p_3=m\). The free direction \(G\) has double zeros at both ends, which is why adding it disturbs none of the conditions, and it is never negative.

The family has a particle–hole symmetry. The polynomial \(q(x)=1-p_\gamma(1-x)\) meets the same four conditions, so it is a member, labelled by its \(x^2\) coefficient \(q''(0)/2=-p_\gamma''(1)/2\). From \(p_\gamma''=2\gamma+6(4-2\gamma)x+12(\gamma-3)x^2\) one finds \(p_\gamma''(1)=2\gamma+24-12\gamma+12\gamma-36=2\gamma-12\). The label is \(6-\gamma\):
\[ p_\gamma(1-x)=1-p_{6-\gamma}(x). \]
For small \(\varepsilon\) and \(\delta\), then, \(p_\gamma(\varepsilon)\approx\gamma\varepsilon^2\) and \(1-p_\gamma(1-\delta)\approx(6-\gamma)\delta^2\).

## The trace condition

The parameter is spent on the demand \(\operatorname{Tr}p_\gamma(X)=N\). The trace is linear, so \(\operatorname{Tr}F(X)+\gamma\operatorname{Tr}G(X)=N\) and
\[ \gamma=\frac{N-\operatorname{Tr}F(X)}{\operatorname{Tr}G(X)} . \]
Because \(G(X)=(X-X^2)^2\) and \(X-X^2\) is symmetric, \(\operatorname{Tr}G=\|X-X^2\|_F^2\), the sum of squared elements. It is positive unless \(X\) is idempotent, so the solution exists and is unique. Nothing was assumed about \(\operatorname{Tr}X\): the step does not conserve the trace it is given, it resets it. A quartic step thus does not hand on an error in the trace of \(X\). A rotation of the eigenvectors, such as dropping small elements in a sparse code can cause, is handed on, since no polynomial in \(X\) can undo it. All calculations here use dense matrices without truncation.

The step costs two multiplications. After \(X^2\) is formed, symmetry gives \(\operatorname{Tr}X^3=\sum_{ij}(X^2)_{ij}X_{ij}\) and \(\operatorname{Tr}X^4=\sum_{ij}[(X^2)_{ij}]^2\), so \(\operatorname{Tr}F=4\operatorname{Tr}X^3-3\operatorname{Tr}X^4\) and \(\gamma\) need no further product. The second multiplication is
\[ p_\gamma(X)=X^2\left[\gamma I+(4-2\gamma)X+(\gamma-3)X^2\right]. \]

This explains the opening numbers. For the matrix of trace 6.667766, \(\operatorname{Tr}F=4.382904\) and \(\operatorname{Tr}G=0.70952\). McWeeny's choice gives \(4.382904+3\times0.70952=6.5115\). The trace condition gives \(\gamma=(5-4.382904)/0.70952=0.8697\) and trace 5.

## What is lost when the trace condition is always obeyed

Apply the rule to \(X_0\). There \(\operatorname{Tr}F=1.064291\) and \(\operatorname{Tr}G=0.211292\), so \(\gamma=3.935709/0.211292=18.627\). For the core eigenvalue \(x=0.86053\), \(F=4(0.63723)-3(0.54836)=0.9039\) and \(G=0.74051\times0.019452=0.014404\), and \(p_\gamma=0.9039+18.627\times0.014404=1.1722\), which is the largest eigenvalue 1.17216 of the resulting matrix. The trace is right, but part of it comes from an occupation above 1.

The trace is one number and cannot tell which levels carry it. What ties the limit to \(P\) is order. Suppose every step is strictly increasing on \([0,1]\) and maps that interval into itself. Then \(x_1\ge\dots\ge x_N>x_{N+1}\ge\dots\ge x_M\) holds at every step, and in a limit the inequalities survive in weak form. If the limit is idempotent with trace \(N\), it has \(N\) ones and \(M-N\) zeros, and the order puts the ones first, so the limit is \(P\). The question is which \(\gamma\) allow this argument.

Differentiate and take out \(2x\):
\[ p_\gamma'=2x\left[\gamma+(6-3\gamma)x+(2\gamma-6)x^2\right]. \]
The bracket vanishes at \(x=1\) by construction, and \((1-x)[\gamma+(6-2\gamma)x]=\gamma+(6-3\gamma)x+(2\gamma-6)x^2\) reproduces it. Writing \(\gamma+(6-2\gamma)x=\gamma(1-x)+(6-\gamma)x\),
\[ p_\gamma'(x)=2x(1-x)\left[\gamma(1-x)+(6-\gamma)x\right]. \]
On \((0,1)\) the prefactor is positive, and the last factor is a straight line from \(\gamma\) at \(x=0\) to \(6-\gamma\) at \(x=1\). If \(0\le\gamma\le6\), both end values are non-negative and their sum is 6, so the line is positive inside. Then \(p_\gamma\) rises strictly from 0 to 1 and stays in \([0,1]\). Otherwise one end value is negative and the other positive, and the line crosses zero at
\[ x^*=\frac{\gamma}{2\gamma-6}. \]
For \(\gamma<0\), \(x^*=|\gamma|/(2|\gamma|+6)\) lies in \((0,1/2)\); \(p_\gamma\) falls from 0 on \((0,x^*)\), so it is negative there and reverses order. For \(\gamma>6\), \(x^*\) lies in \((1/2,1)\); \(p_\gamma\) falls on \((x^*,1)\) down to the value 1, so it exceeds 1 there. Monotonicity and the mapping of \([0,1]\) into itself therefore hold together, if and only if \(0\le\gamma\le6\). At \(\gamma=10\), \(x^*=10/14=0.714286\) and \(p=1.093294\); the mirror case \(\gamma=-4\) has \(x^*=0.285714\) and \(p=-0.093294\). For \(\gamma=18.627\), \(x^*=18.627/31.254=0.596\), and the water core lies on the falling branch. Leaving the range removes the guarantee; it does not by itself show that a given run ends wrongly. Water is a case in point: if the trace condition is obeyed from \(X_0\) on, \(\gamma_1\) is already 4.90 and the iteration still ends on \(P\). The restriction to \([0,6]\) buys the order argument, which covers every Hamiltonian with a gap, not success in this one example.

A bisection on a grid of spacing \(h=10^{-4}\) finds both properties between \(-0.0004\) and \(6.0004\). The offset is the resolution of the grid: \(p_\gamma(h)=h^2[\gamma+(4-2\gamma)h+\dots]\) turns negative only for \(\gamma\) below about \(-4h\).

## How far the parameter reaches

Since \(p_\gamma=m+c\,G\) with \(c=\gamma-3\),
\[ p_\gamma(x)-x=x(1-x)\,r(x),\qquad r(x)=2x-1+c\,x(1-x). \]
Here \(r(0)=-1\), \(r(1)=1\), and \(r\) has degree at most two, so it has exactly one root \(\beta\) in \((0,1)\). Eigenvalues below \(\beta\) are lowered and those above are raised. The equation \(r=0\) reads \(c\beta^2-(c+2)\beta+1=0\), with discriminant \((c+2)^2-4c=c^2+4\). In the variable \(u=1/\beta\) it is \(u^2-(c+2)u+c=0\), and the root \(u=[c+2+\sqrt{c^2+4}]/2\) exceeds 1 because \(\sqrt{c^2+4}>|c|\). Hence
\[ \beta=\frac{2}{c+2+\sqrt{c^2+4}} . \]
The denominator increases with \(c\), so \(\beta\) falls from \(2/(\sqrt{13}-1)=0.767592\) at \(\gamma=0\) through \(1/2\) at \(\gamma=3\) to \(2/(5+\sqrt{13})=0.232408\) at \(\gamma=6\). The slope at the root is \(p'(\beta)=1+\beta(1-\beta)r'(\beta)\). With \(r'(\beta)=2+c(1-2\beta)\) and \(c\,\beta(1-\beta)=1-2\beta\),
\[ p'(\beta)=1+2\beta(1-\beta)+(1-2\beta)^2=2-2\beta(1-\beta), \]
using \((1-2\beta)^2=1-4\beta(1-\beta)\). This is 1.5 at \(\gamma=3\) and 1.643211 at both ends, so the fixed point repels, and a small gap near \(\beta\) widens by that factor in a step.

So \(\gamma\) moves McWeeny's dividing line, but only within \([0.232,0.768]\). The water HOMO starts at 0.18085, and every admissible quartic would lower it. Whether an admissible quartic can meet the trace condition is decided, however, not by the position of the frontier eigenvalues but by the traces: \(\operatorname{Tr}p_\gamma\) increases with \(\gamma\), so the required \(\gamma\) is in range exactly when \(\operatorname{Tr}F\le N\le\operatorname{Tr}F+6\operatorname{Tr}G\). At the start the upper limit is \(1.064291+6\times0.211292=2.332\), short of 5.

The trace condition fixes the quartic's one free parameter \(\gamma\) and resets the trace to \(N\), but the argument that the limit is the right projector covers these steps only for \(0\le\gamma\le6\), a range that water misses at the start. It remains to say what the scheme does when \(\gamma\) falls outside this range, how it converges and when to stop.
